# Averaging Arrhenius rates over a Gaussian distribution of barriers

## The situation

In an amorphous oxide or nitride film no two sites have quite the same surroundings. An atom that hops, or a defect that changes its configuration, meets a different energy barrier at each site. A first-principles study of such a film therefore yields a list of barriers, perhaps two hundred of them, with a mean and a spread. What rate does the film show?

Inserting the mean barrier into the Arrhenius law gives the rate of a site with the mean barrier, which is not the mean rate. The exponential favours low barriers: a site lying below the mean by some energy gains more rate than a site lying above it by the same energy loses. The spread therefore raises the average rate.

## Assumptions and definitions

Let site \(i\) have the rate

\[
k_i=\nu e^{-\beta E_i},\qquad \beta=\frac{1}{k_{\mathrm B}T}.
\]

The prefactor \(\nu\) is the same for all sites. If it varies independently of the barrier, then \(\langle\nu e^{-\beta E}\rangle=\langle\nu\rangle\langle e^{-\beta E}\rangle\), and the results for \(\langle k\rangle\) hold with \(\nu\) replaced by its mean. The later results that involve \(\langle k^2\rangle\), the survival of sites or \(\langle1/k\rangle\) contain other averages of the prefactor and are given for a common \(\nu\) only. A correlation between prefactor and barrier is excluded.

The barriers are frozen in: their distribution does not change with temperature. It is taken as Gaussian, with mean \(\mu\) and standard deviation \(s\),

\[
p(E)=\frac{1}{s\sqrt{2\pi}}\exp\left[-\frac{(E-\mu)^2}{2s^2}\right].
\]

Two abbreviations are useful: the rate at the mean barrier, \(k_\mu=\nu e^{-\beta\mu}\), and the spread in thermal units, \(x=\beta s=s/(k_{\mathrm B}T)\).

## The average

By definition,

\[
\langle k\rangle=\frac{\nu}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}
\exp\left[-\frac{(E-\mu)^2}{2s^2}-\beta E\right]dE .
\]

Set \(u=E-\mu\), so that \(-\beta E=-\beta\mu-\beta u\). The terms containing \(u\) are

\[
-\frac{u^2}{2s^2}-\beta u=-\frac{u^2+2\beta s^2u}{2s^2}.
\]

Since \(u^2+2\beta s^2u=(u+\beta s^2)^2-\beta^2s^4\), this becomes

\[
-\frac{u^2}{2s^2}-\beta u=-\frac{(u+\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2}.
\]

The last term is positive because subtracting \(\beta^2s^4\) inside the numerator meets the minus sign in front of the fraction. It does not depend on \(u\) and leaves the integral as a factor. What remains is a shifted Gaussian, whose integral over all \(u\) is \(s\sqrt{2\pi}\). Hence

\[
\boxed{\langle k\rangle=k_\mu F,\qquad
F=e^{x^2/2}=\exp\left[\frac{s^2}{2(k_{\mathrm B}T)^2}\right]}
\]

For a full Gaussian this is an identity, with no requirement that \(x\) be small. When \(s\ll k_{\mathrm B}T\), \(F\) tends to one and the mean barrier suffices. The approximation enters when a real distribution, which has no negative barriers, is replaced by a full Gaussian.

## Which sites carry the rate

The completed square also shows where the average comes from. The integrand is a Gaussian of unchanged width \(s\), centred at

\[
E^*=\mu-\beta s^2=\mu-xs .
\]

This is the distribution of barriers weighted by their rates. Because it is symmetric about \(E^*\), half of the total rate comes from sites with barriers below \(E^*\). The fraction of such sites is

\[
\Phi\left(\frac{E^*-\mu}{s}\right)=\Phi(-x),
\]

where \(\Phi\) is the cumulative distribution of a normal variable with zero mean and unit variance. As the temperature falls, \(x\) grows and a smaller minority carries half the rate.

The same energy is the local slope of an Arrhenius plot. From \(\ln\langle k\rangle=\ln\nu-\beta\mu+\beta^2s^2/2\),

\[
-\frac{d\ln\langle k\rangle}{d\beta}=\mu-\beta s^2=E^* .
\]

The apparent activation energy thus lies below the mean barrier and decreases on cooling. It must not be confused with the barrier that reproduces the value of the rate with the true prefactor, \(-k_{\mathrm B}T\ln(\langle k\rangle/\nu)=\mu-\beta s^2/2\), which is lowered by half as much.

## An example at two temperatures

Take the round model values \(\mu=0.80\) eV, \(s=0.08\) eV and \(\nu=10^{13}\ \mathrm{s^{-1}}\). They describe no particular material.

At 600 K, \(k_{\mathrm B}T=0.0517\) eV, so

\[
x=\frac{0.08}{0.0517}=1.547,\qquad F=e^{1.547^2/2}=3.31 .
\]

The mean-barrier rate \(1.91\times10^6\ \mathrm{s^{-1}}\) becomes an average of \(6.31\times10^6\ \mathrm{s^{-1}}\). The dominant barrier is \(E^*=0.80-1.547\times0.08=0.676\) eV, and about 6% of the sites carry half the rate.

At 300 K, \(x\) doubles to 3.095, so the exponent \(x^2/2\) is four times larger and \(F=120\). The rate rises from 0.364 to 43.7 \(\mathrm{s^{-1}}\). Now \(E^*=0.552\) eV, and half the rate comes from about one site in a thousand.

Suppose that these two averaged rates were measured and joined by a straight Arrhenius line. Because \(\ln\langle k\rangle\) is quadratic in \(\beta\), the slope of the chord between \(\beta_1\) and \(\beta_2\) is

\[
-\frac{\ln\langle k\rangle_2-\ln\langle k\rangle_1}{\beta_2-\beta_1}
=\mu-\frac{s^2}{2}(\beta_1+\beta_2),
\]

where \(\beta_2^2-\beta_1^2=(\beta_2-\beta_1)(\beta_2+\beta_1)\) was used. This is the mean of the two values of \(E^*\), namely \((0.676+0.552)/2=0.614\) eV. Extending the chord to \(\beta=0\) gives the apparent prefactor:

\[
\ln\nu_{\rm app}=\ln\langle k\rangle_1+\beta_1\left[\mu-\frac{s^2}{2}(\beta_1+\beta_2)\right]
=\ln\nu-\frac{s^2\beta_1\beta_2}{2}.
\]

Here \(s^2\beta_1\beta_2/2=1.547\times3.095/2=2.39\), so the apparent prefactor is \(e^{-2.39}=0.09\) times the true one. Within this model, disorder alone lowers both fitted parameters.

## First limit: the lower edge of the barriers

The result relies on barriers near \(E^*\), and these must exist. Suppose that no site has a barrier below \(a\), while above \(a\) the Gaussian shape holds. The remaining density must be renormalized by the fraction kept, \(\Phi((\mu-a)/s)\). In the average, the shifted Gaussian is now integrated from \(a\) upwards, which gives \(\Phi((E^*-a)/s)\). Therefore

\[
F_a=F\,\frac{\Phi\left((E^*-a)/s\right)}{\Phi\left((\mu-a)/s\right)} .
\]

Here \(\mu\) and \(s\) still denote the parameters of the uncut Gaussian. The simple result survives if \(E^*\) lies several standard deviations above \(a\). It is not enough that \(\mu\) does.

Let \(a=0.50\) eV. At 600 K, \((E^*-a)/s=2.20\) and \(F_a/F=0.986\), a loss of 1.4%. At 300 K the distance is only 0.655 and the ratio is 0.744: the Gaussian factor 120 must be replaced by 89.

The dominant barrier reaches the edge when \(\mu-s^2/(k_{\mathrm B}T^*)=a\), that is, at

\[
T^*=\frac{s^2}{k_{\mathrm B}(\mu-a)} .
\]

In the example \(T^*=248\) K. There the numerator is \(\Phi(0)=1/2\), and since the edge lies \(0.30/0.08=3.75\) standard deviations below the mean, the denominator is close to one. Half the Gaussian result remains.

**Far below \(T^*\).** Write \(E=a+y\) with \(y\ge0\), and define \(\beta^*=1/(k_{\mathrm B}T^*)=(\mu-a)/s^2\). Then

\[
-\frac{(a+y-\mu)^2}{2s^2}
=-\frac{(\mu-a)^2}{2s^2}+\beta^*y-\frac{y^2}{2s^2}.
\]

The first term on the right belongs to the density at the edge. With \(p_a(a)\) denoting the renormalized density there,

\[
\langle k\rangle=\nu p_a(a)e^{-\beta a}\int_0^\infty e^{-(\beta-\beta^*)y-y^2/(2s^2)}\,dy .
\]

The first exponential restricts \(y\) to about \(1/(\beta-\beta^*)\). If this is much smaller than \(s\), the quadratic term can be dropped, and

\[
\langle k\rangle\simeq\frac{\nu p_a(a)}{\beta-\beta^*}\,e^{-\beta a}.
\]

The apparent activation energy is then \(a+1/(\beta-\beta^*)\), which tends to the edge barrier on cooling. The uncut Gaussian instead predicts that \(E^*\) becomes negative once \(k_{\mathrm B}T<s^2/\mu\), so that the rate would rise on cooling. That rise comes from the fictitious negative barriers of the Gaussian tail.

At 60 K the full average is 0.993 times the edge formula. The small deficit is the neglected quadratic term. Its leading effect is \(-\langle y^2\rangle/(2s^2)=-1/[(\beta-\beta^*)s]^2\), because \(\langle y^2\rangle=2/(\beta-\beta^*)^2\) for an exponential distribution. With \(\beta^*s=3.75\) and \(\beta s=3.75\times247.6/60=15.5\), this is \(-1/11.7^2=-0.007\), as found.

## Second limit: a skewed distribution

A distribution may have the right mean and variance but a different low tail. For any distribution with finite moments and a lower bound on the barriers, the average can be expanded at small \(\beta\). Since \(\langle u\rangle=0\) and \(\langle u^2\rangle=s^2\),

\[
\langle e^{-\beta u}\rangle=1+\frac{\beta^2s^2}{2}-\frac{\beta^3\langle u^3\rangle}{6}+O(\beta^4).
\]

In \(\ln(1+w)=w-w^2/2+\dots\), the square of \(w\) begins at order \(\beta^4\). With the skewness \(\gamma=\langle u^3\rangle/s^3\), therefore,

\[
\ln\frac{\langle k\rangle}{k_\mu}=\frac{x^2}{2}-\frac{\gamma x^3}{6}+O(x^4).
\]

The variance term is thus the leading correction for small \(x\) whatever the shape. For larger \(x\) the shape matters: \(|\gamma|x^3/6\ll1\) is needed for a small relative error in the rate, barring accidental cancellation, and the higher terms must be small as well. To third order, positive skewness lowers the average.

A gamma distribution starting at \(a\) gives a case that can be solved. Let \(E=a+Y\), where \(Y\) has density \(Y^{m-1}e^{-Y/\theta}/[\Gamma(m)\theta^m]\), mean \(m\theta\) and variance \(m\theta^2\). Matching \(m\theta=\mu-a\) and \(m\theta^2=s^2\) gives

\[
\theta=\frac{s^2}{\mu-a},\qquad m=\frac{(\mu-a)^2}{s^2}.
\]

The factor \(e^{-\beta Y}\) changes \(1/\theta\) to \(1/\theta+\beta\) in the exponent. The integral is then \(\Gamma(m)(1/\theta+\beta)^{-m}\), and division by \(\Gamma(m)\theta^m\) leaves \((1+\beta\theta)^{-m}\). Relative to \(k_\mu\),

\[
F_{\rm gamma}=e^{\beta(\mu-a)}(1+\beta\theta)^{-m}.
\]

With the same \(\mu\), \(s\) and \(a\) as before, the skewness is 0.533. At 600 K the factor is 2.57 instead of 3.31. The logarithm changes by \(\ln(2.572/3.31)=-0.25\); the skewness term alone gives \(-0.33\), and the higher terms return the difference. At 300 K the factor is 23 instead of 120, a change of \(-1.64\) in the logarithm, while the skewness term alone would give \(-2.63\). There the third-order correction is no longer a useful estimate.

So the edge correction at 600 K is small, but the effect of this skewness is not. Safety from one source of error does not imply safety from the other.

## How many barriers must be computed

Let \(N\) barriers be drawn independently from the full Gaussian. The direct estimate is the mean of their Arrhenius factors. To find its error, replace \(\beta\) by \(2\beta\) in the main result:

\[
\langle k^2\rangle=\nu^2e^{-2\beta\mu}e^{(2x)^2/2}=k_\mu^2e^{2x^2}.
\]

Subtracting \(\langle k\rangle^2=k_\mu^2e^{x^2}\) and dividing by it gives the relative variance \(e^{x^2}-1=F^2-1\). For a mean of \(N\) independent values the variance is divided by \(N\), so the standard error relative to the true average is

\[
\epsilon_{\rm direct}=\sqrt{\frac{e^{x^2}-1}{N}} .
\]

For \(N=200\) it is 22% at 600 K, but 8.5 times the average itself at 300 K. A relative standard error of 10% requires \(N=(F^2-1)/0.01\): about 1000 barriers at 600 K and 1.4 million at 300 K. The second number comes from the far tail: the integrand of \(\langle k^2\rangle\) is centred at \(\mu-2\beta s^2\), which is 0.305 eV at 300 K, below the edge used above. With that edge, the same steps as for \(F_a\) give \(\langle k^2\rangle=k_\mu^2e^{2x^2}\,\Phi\left((\mu-2\beta s^2-a)/s\right)/\Phi\left((\mu-a)/s\right)\). Dividing by \((k_\mu F_a)^2\) then lowers the requirement to about 19 000 barriers at 300 K and 740 at 600 K.

The error at 300 K is not symmetric. Among 200 barriers only 0.20 are expected below \(E^*\), so most samples contain none of the sites that carry half the rate. In simulated repetitions, 79% of the direct estimates were too low, and their median was 0.52 of the true average. A calm-looking sample mean is therefore no evidence of convergence. A useful warning comes from \(N\Phi(-x)\), the expected number of barriers below \(E^*\): at both temperatures used here, the direct mean cannot be trusted unless this number is well above one. It is 12 at 600 K. A large value does not by itself guarantee a small error, however. At 300 K the same number would require about 12 000 barriers, and \(\epsilon_{\rm direct}\) for the full Gaussian would still be about 1.1. That value is dominated by rare samples containing an extremely low barrier; a typical sample of this size misses by a few tens of per cent.

The alternative is to insert the sample mean \(\bar E\) and the unbiased sample variance \(S^2\) in the Gaussian formula:

\[
L=-\beta\bar E+\frac{\beta^2S^2}{2}.
\]

Its expectation is the true \(\ln(\langle k\rangle/\nu)\), because \(\bar E\) and \(S^2\) have expectations \(\mu\) and \(s^2\). For Gaussian samples they are independent, with variances \(s^2/N\) and \(2s^4/(N-1)\). The second follows because \((N-1)S^2/s^2\) has a chi-square distribution with \(N-1\) degrees of freedom, whose variance is \(2(N-1)\). Multiplying by the squared coefficients \(\beta^2\) and \(\beta^4/4\) gives

\[
\sigma_L=\sqrt{\frac{x^2}{N}+\frac{x^4}{2(N-1)}} .
\]

This is 0.16 at 600 K and 0.53 at 300 K. The latter is an uncertainty of a factor \(e^{0.53}\approx1.7\) in the rate at one standard deviation, whereas half of the direct means are too low by a factor of 1.9 or more. The gain is bought with an assumption: the formula supplies the unsampled tail. For the gamma distribution at 300 K that assumption would cost a factor of \(120/23\approx5\), which \(\sigma_L\) does not include.

## Which average does an experiment see?

**Sites that are restored.** If sites act in parallel and each is ready again immediately after its event, site \(i\) contributes \(k_i\) events per unit time. The rate per site is \(\langle k\rangle\), and it stays so.

**Sites that react once.** The surviving fraction is \(S_{\rm surv}(t)=\langle e^{-kt}\rangle\), and the rate per survivor is

\[
r(t)=-\frac{1}{S_{\rm surv}}\frac{dS_{\rm surv}}{dt}
=\frac{\langle ke^{-kt}\rangle}{\langle e^{-kt}\rangle}.
\]

It begins at \(r(0)=\langle k\rangle\). Differentiating the quotient at \(t=0\) gives

\[
r'(0)=-\langle k^2\rangle+\langle k\rangle^2=-\langle k\rangle^2(F^2-1).
\]

The fast sites disappear first. Since \(e^{-kt}\ge1-kt\) and the denominator of \(r\) is at most one,

\[
r(t)\ge\langle k\rangle-t\langle k^2\rangle=\langle k\rangle\left(1-\langle k\rangle F^2t\right).
\]

The average rate therefore certainly describes the decay for \(t\ll1/(\langle k\rangle F^2)\), which is about \(1.4\times10^{-8}\) s at 600 K and \(1.6\times10^{-6}\) s at 300 K. This condition is sufficient, not necessary, because the initial slope is dominated by the very fastest sites. Half of \(\langle k\rangle\) comes from sites with barriers below \(E^*\), whose rates exceed \(\nu e^{-\beta E^*}=k_\mu e^{x^2}=\langle k\rangle F\). Most of these have reacted by \(t=1/(\langle k\rangle F)\), about \(5\times10^{-8}\) s at 600 K and \(2\times10^{-4}\) s at 300 K, and by then \(r\) has fallen well below \(\langle k\rangle\). By \(t=1/k_\mu\), the rate per survivor has fallen to \(0.50\,k_\mu\) and \(0.27\,k_\mu\) respectively, below even the mean-barrier rate.

**Steps in series.** If one particle must pass many barriers in turn, without returning, the mean waiting times \(1/k_i\) add. The average time per step follows from the main result with \(\beta\) replaced by \(-\beta\) in the exponential average:

\[
\left\langle\frac1k\right\rangle=\frac{1}{\nu}\langle e^{+\beta E}\rangle
=\frac{1}{\nu}e^{\beta\mu+x^2/2},\qquad
k_{\rm series}=\frac{1}{\langle1/k\rangle}=\frac{k_\mu}{F}.
\]

The variance term keeps its sign in the time and so changes sign in the logarithm of the rate. Disorder now slows the process, to \(0.30\,k_\mu\) at 600 K and \(0.0083\,k_\mu\) at 300 K. The high barriers dominate, around \(\mu+\beta s^2\), and it is the upper tail that must be known. These values are averages over all paths. A single path reaches them only if it is long enough to contain such barriers, about one in a thousand at 300 K. By symmetry with the sampling result above, the median total time of a 200-step path at 300 K is only about half the average. Turning back alone does not change this average: on a long one-dimensional chain whose barriers are crossed at the same rate in both directions, the quantities \(1/k_i\) add like resistances in series, and diffusion is again governed by \(1/\langle1/k\rangle\). A network in which a particle can go around high barriers is neither of these cases and needs its own treatment.

The values used here are collected in the numerical output below.

## Computed results

```
mean barrier mu = 0.80 eV
barrier standard deviation s = 0.08 eV
lower barrier edge a = 0.50 eV
prefactor nu = 1.0e+13 1/s
number of sampled barriers N = 200
skewness of the gamma distribution = 0.533
600 K: kT = 0.05170 eV
600 K: x = s/kT = 1.547 (no unit)
600 K: enhancement F by quadrature = 3.31 (no unit)
600 K: mean-barrier rate = 1.907e+06 1/s
600 K: averaged rate = 6.312e+06 1/s
600 K: dominant barrier E* = 0.6762 eV
600 K: fraction of sites below E* = 6.090e-02
600 K: expected sampled sites below E* = 12.18
600 K: distance (E*-a)/s = 2.203
600 K: F with lower edge = 3.265
600 K: F with edge / Gaussian F = 0.9863
600 K: skewness term gamma x^3/6 = 0.329
600 K: F for gamma distribution = 2.572
600 K: relative error of direct mean = 0.223
600 K: error of ln(rate), Gaussian formula = 0.162
600 K: median direct mean / true mean = 0.965
600 K: share of direct means too low = 0.574
600 K: survivor rate at t=1/k(mu), relative = 0.5045
600 K: series rate, relative = 0.3021
300 K: kT = 0.02585 eV
300 K: x = s/kT = 3.095 (no unit)
300 K: enhancement F by quadrature = 120.1 (no unit)
300 K: mean-barrier rate = 3.636e-01 1/s
300 K: averaged rate = 4.365e+01 1/s
300 K: dominant barrier E* = 0.5524 eV
300 K: fraction of sites below E* = 9.856e-04
300 K: expected sampled sites below E* = 0.20
300 K: distance (E*-a)/s = 0.655
300 K: F with lower edge = 89.33
300 K: F with edge / Gaussian F = 0.7440
300 K: skewness term gamma x^3/6 = 2.634
300 K: F for gamma distribution = 23.18
300 K: relative error of direct mean = 8.490
300 K: error of ln(rate), Gaussian formula = 0.528
300 K: median direct mean / true mean = 0.517
300 K: share of direct means too low = 0.788
300 K: survivor rate at t=1/k(mu), relative = 0.2722
300 K: series rate, relative = 0.008328
edge temperature T* = 247.6 K
F with edge / Gaussian F at T* = 0.5000
exact / edge-law average at 60 K = 0.9929
residual / skewness term at x = 0.05: 0.9901
```
